Cooling coefficient and temperature bound of a three-level absorption refrigerator, part 2

A three-level atom is to cool the coldest of three baths, using heat from the hottest. Its levels have energies

E₁ = 0, E₂ = hν_c, E₃ = h(ν_c + ν_w).

The cold bath (T_c) drives 1–2, the work bath (T_w) 2–3 and the hot bath (T_h) 1–3, where ν_h = ν_c + ν_w and T_c < T_h < T_w. Transitions are ideal when each bath drives only its own and the atom has no other loss. A heat current Q_i is positive when energy flows from bath i into the atom; the cooling coefficient is Q_c/Q_w when Q_c > 0.

For a transition of frequency ν and a bath at temperature T, the rates are

upward: γn, downward: γ(n + 1),

with n = 1/(eˣ − 1), x = hν/(kT) and spontaneous decay rate γ, so that

(upward rate)/(downward rate) = n/(n + 1) = e^(−hν/kT).

Here k is Boltzmann's constant, k_ab the rate from level a to level b, Γ_a the total rate out of a, and p_a its population. The density matrix obeys a master equation, valid for weak coupling and many atomic oscillations between exchanges (the secular condition). Its coherences decay at ½(Γ_a + Γ_b).

In the steady state a net flow J runs around 1→2→3→1, with

Q_c = hν_c J, Q_w = hν_w J, Q_h = −hν_h J,

Q_c/Q_w = ν_c/ν_w, if J ≠ 0,

J = (k₁₂k₂₃k₃₁ − k₂₁k₃₂k₁₃)/D, where D > 0.

In the example ν_c, ν_w and ν_h are 2, 5 and 7 GHz, T_c, T_h and T_w are 30, 50 and 250 mK, and γ/2π is 1, 2 and 3 MHz for the cold, work and hot baths. In 1/µs,

k₁₂ = 0.26714, k₂₁ = 6.55033,
k₂₃ = 7.79890, k₃₂ = 20.36527,
k₃₁ = 18.87235.

The populations are 0.9680, 0.0262 and 0.0058, the products in J are 39.32 and 3.04 (1/µs³), J is 0.0869 per µs and Q_c is 0.115 aW. The second law allows a coefficient of up to 1.2.

## Part two: when the machine cools, and what spoils it

The atom has transition frequencies ν_c (levels 1–2), ν_w (2–3) and ν_h = ν_c + ν_w (1–3), driven respectively by a cold bath at T_c, a work bath at T_w and a hot bath at T_h, with T_c < T_h < T_w. The rate from level a to level b is k_ab, and for each bath the upward rate divided by the downward rate is e^(−hν/kT). In the steady state a single net rate J runs around the ring 1→2→3→1. The heat currents into the atom are Q_c = hν_cJ, Q_w = hν_wJ and Q_h = −hν_hJ, so that Q_c/Q_w = ν_c/ν_w, and

J = (k₁₂k₂₃k₃₁ − k₂₁k₃₂k₁₃)/D, with D > 0.

In the example the frequencies are 2, 5 and 7 GHz, the temperatures T_c, T_h and T_w are 30, 50 and 250 mK, J is 0.0869 per µs and Q_c is 0.115 aW.

The sign of J is decided by the quotient of the two products in the numerator. Sorting the factors by bath and applying detailed balance to each gives

(k₁₂/k₂₁)(k₂₃/k₃₂)(k₃₁/k₁₃) = e^(−hν_c/kT_c) · e^(−hν_w/kT_w) · e^(+hν_h/kT_h) = e^A,

A = (h/k)(ν_h/T_h − ν_c/T_c − ν_w/T_w).

The third exponent is positive because the cooling sense runs down the hot transition. The current can now be written as

J = (k₂₁k₃₂k₁₃/D)(e^A − 1),

and since the prefactor is positive, J has the sign of A. For the example A = 6.7189 − 3.1995 − 0.9598 = 2.5596, so a passage in the cooling sense is e^A = 12.9 times as frequent as one in the opposite sense. This agrees with the quotient 39.32/3.04 of the two products found earlier.

The machine cools when A > 0. Replacing ν_h by ν_c + ν_w and collecting the terms of each frequency turns this condition into

ν_w(1/T_h − 1/T_w) > ν_c(1/T_c − 1/T_h).

Both brackets are positive because of the order of the temperatures, so one may divide by ν_w and by the second bracket without reversing the inequality:

ν_c/ν_w < ε_max, ε_max = (1/T_h − 1/T_w)/(1/T_c − 1/T_h).

The statement that the cooling coefficient is bounded by the temperatures has to be read with this in mind. The temperatures place no restriction on the frequency ratio, which belongs to the atom. They decide whether an atom with a given ratio is a refrigerator. If ν_c/ν_w exceeds ε_max, the quotient Q_c/Q_w still equals ν_c/ν_w, but both currents are negative: heat flows from the hot bath into the cold bath and the work bath. If the two are equal, both currents vanish and the quotient has no value.

The bound has a familiar content. With 1/T_h − 1/T_w = (T_w − T_h)/(T_hT_w) and 1/T_c − 1/T_h = (T_h − T_c)/(T_cT_h), the factor T_h cancels and

ε_max = (1 − T_h/T_w) · T_c/(T_h − T_c).

The first factor is the efficiency of a reversible engine between T_w and T_h. Such an engine conserves entropy, so Q_w/T_w = (Q_w − W)/T_h, and the work is W = Q_w(1 − T_h/T_w). The second factor belongs to a reversible refrigerator that spends this work between T_c and T_h: from Q_c/T_c = (Q_c + W)/T_h follows Q_c = W T_c/(T_h − T_c). For the example the factors are 0.8 and 1.5, and their product is the 1.2 quoted at the start. If T_w approaches T_h, the first factor and with it the bound go to zero, since nothing is left to drive the cooling. If T_h approaches T_c, the bound grows without limit, because heat then has hardly any temperature difference to climb; the coefficient of a given atom nevertheless stays at ν_c/ν_w.

The same bound holds for machines whose transitions are not ideal, and there it restricts the coefficient itself. Let any bath at one of the three temperatures drive any transition. For a channel with lower level a, upper level b and bath temperature T, let F = k_ab p_a − k_ba p_b be the net upward flow. The heat it brings in is Q = (E_b − E_a)F, and detailed balance gives (E_b − E_a)/T = −k ln(k_ab/k_ba), where k without indices is Boltzmann's constant. The total entropy production, which in the steady state is that of the baths, is therefore

σ = −Σ Q/T = k Σ F ln(k_ab/k_ba),

with the sum taken over all channels. The sum Σ F ln(p_a/p_b) may be added to the right side because it vanishes: collected level by level, it equals −Σ_a (dp_a/dt) ln p_a, and the populations are stationary. Hence

σ = k Σ (k_ab p_a − k_ba p_b) ln[k_ab p_a/(k_ba p_b)] ≥ 0,

since the difference and the logarithm in each term have the same sign. Now let Q_c, Q_w and Q_h be the total currents from the three temperatures. Energy conservation gives Q_h = −Q_c − Q_w, and σ ≥ 0 becomes

Q_w(1/T_h − 1/T_w) ≥ Q_c(1/T_c − 1/T_h).

If Q_c > 0, then Q_w > 0 as well, and Q_c/Q_w ≤ ε_max. For ideal transitions the sum of Q/T over the baths gives σ = kJA directly, which in the example is 0.0869 · 2.5596 = 0.222 k per µs.

The bound can also be seen from the side of the cold transition. Remove the cold bath, so that k₁₂ = k₂₁ = 0. The ring is then broken, no steady flow is possible, and the two remaining baths each balance their own transition: k₁₃p₁ = k₃₁p₃ and k₂₃p₂ = k₃₂p₃. Dividing gives

p₂/p₁ = (k₃₂/k₂₃)(k₁₃/k₃₁) = e^(hν_w/kT_w − hν_h/kT_h).

This is the Boltzmann ratio of levels 1 and 2 at a temperature T_v defined by

ν_c/T_v = ν_h/T_h − ν_w/T_w.

The right side is positive, because ν_h > ν_w and T_h < T_w. In the example it is 0.14 − 0.02 = 0.12 GHz/mK, so T_v = 16.7 mK. The baths at 50 and 250 mK thus hold the cold transition at a temperature below both of theirs. They can do so because level 2 is emptied through level 3: the work bath lifts the atom out of level 2, and the hot bath, which hardly ever excites a 7 GHz transition at 50 mK, takes it down to level 1. In terms of T_v,

A = (hν_c/k)(1/T_v − 1/T_c),

so the machine cools when T_v < T_c. If the cold bath is a finite body whose temperature falls while everything else is held fixed, cooling stops at T_v, as long as the transitions are ideal. Writing out ν_h gives

1/T_v = 1/T_h + (ν_w/ν_c)(1/T_h − 1/T_w).

For given T_h and T_w, a lower final temperature thus requires a larger ν_w/ν_c, which means a smaller cooling coefficient.

These limits were tested against numerical solutions of the master equation for the density matrix. With ν_w, the temperatures and the three γ held at the values of the example, the computed cooling power passes through zero at ν_c = 6.000 GHz, which is 1.2 · 5 GHz. With the frequencies held fixed and T_c lowered instead, it passes through zero at 16.667 mK. A wider test used 300 machines drawn at random, with T_c between 30 and 60 mK, T_h higher than T_c by 5 to 60 mK, T_w higher than T_h by 10 to 300 mK, ν_c from 0.5 to 3 GHz, ν_w from 1 to 5 GHz and each γ from 1 to 20 per µs. Of these, 286 had a frequency ratio more than 5 % away from their bound. The 205 below it all cooled, and the 81 above it all ran in reverse.

A coefficient close to the bound is paid for in cooling power. At fixed ν_w, temperatures and γ, with the cold frequency at 0.9, 0.99 and 0.999 of its limit of 6 GHz, the cooling power is 4.7×10⁻⁴, 2.6×10⁻⁵ and 2.4×10⁻⁶ aW. Near the limit e^A − 1 is close to A, and A is proportional to the remaining distance 6 GHz − ν_c, so the last step should lower the power about tenfold. The computed factor is 10.6. The difference arises because e^A − 1 is slightly larger than A, and because the upward rate k₁₃ falls by a further 5 % as ν_h increases; the growth of the quantum hν_c by 0.9 % acts the other way.

At the other end, for small ν_c, each quantum removed carries little energy. If γ for the cold bath is held fixed, the growing occupation n makes that bath drive 1–2 so fast in both directions that p₁ and p₂ become equal, J tends to a finite value, and Q_c = hν_cJ falls in proportion to ν_c. This is the limit of the rate equations; at a few tens of MHz the rates of the example become comparable with 2πν_c, and the secular condition no longer holds. Between the two ends there is a maximum. With the other parameters fixed, including γ for the cold bath, it lies at 0.69 GHz, where the cooling power is 0.305 aW and the coefficient 0.138. Compared with the 2 GHz machine, the power is 2.6 times as large and the coefficient about a third. These values depend on how γ varies with frequency. If γ for the cold bath is proportional to ν_c, with the same value at 2 GHz, the rates on 1–2 stay finite at small ν_c, p₁ and p₂ do not become equal, and the maximum moves to 0.88 GHz and 0.22 aW.

The frequencies, temperatures and linewidths of the example are round values in the rough range of superconducting artificial atoms coupled to microwave lines in a dilution refrigerator. The ring needs all three transitions, and this limits the choice of circuit. If the levels have definite parity and the coupling operator is odd, then allowed transitions 1–2 and 2–3 give levels 1 and 3 the same parity, and 1–3 is forbidden. A flux-type circuit biased away from its symmetry point avoids this. A real device can meet only approximately the assumption that each bath keeps to its own transition, since a line filter suppresses unwanted frequencies by a finite factor.

Suppose that each bath also drives the two foreign transitions, with γ reduced to a fraction s of its value. For s = 0.001 the model gives a cooling power of 0.090 aW, which is 22 % below the ideal machine, and a coefficient of 0.244 in place of 0.400. If T_c is allowed to fall at this s, cooling ends at 21.6 mK instead of T_v = 16.7 mK. At T_c = 30 mK cooling stops altogether at s = 0.0046. The main cause can be estimated. At 2 GHz the work bath has the occupation 1/(e^0.384 − 1) = 2.14, so it excites 1–2 at the stray rate 0.001 · 12.57 · 2.14 = 0.027 per µs, a tenth of k₁₂. From level 2 the atom returns to level 1 through the cold bath with probability k₂₁/(k₂₁ + k₂₃) = 0.456, or goes up to level 3 with probability 0.544, from where it falls back to level 2 with probability k₃₂/(k₃₂ + k₃₁) = 0.519. Summing over repeated attempts, the quantum ends in the cold bath with probability

0.456/(1 − 0.544 · 0.519) = 0.64.

The cold bath thus receives 0.027 · 0.968 · 0.64 = 0.017 quanta per µs, or 19 % of J, which is most of the loss. This process is a cycle of its own, 1→2 by the work bath and 2→1 by the cold bath. The stray excitations that end in the hot bath instead take heat from the work bath and remove none from the cold bath. Both kinds of cycle carry energy in proportions other than ν_c to ν_w, and for this reason the coefficient leaves the frequency ratio.

Direct photon flow between the lines, past the atom, sets a stricter demand. In a one-dimensional channel the right-moving modes of a line of length L and wave speed v are spaced by v/L in frequency. A mode holding n quanta delivers hνn · v/L, so the flow per frequency interval dν is hνn dν. With u = hν/kT the total at temperature T is

∫ hνn dν = ((kT)²/h) ∫ u/(eᵘ − 1) du = π²k²T²/(6h).

The last integral runs from zero to infinity; expanding 1/(eᵘ − 1) in powers of e^(−u) turns it into the sum of 1/m² over positive integers m, which is π²/6. The net flow from the work line to the cold line through a fully open channel is

P = π²k²(T_w² − T_c²)/(6h) = 2.9×10⁴ aW.

A uniform transmission of 0.115/29,150 = 4×10⁻⁶, or 54 dB of isolation, would let through as much heat as the atom removes. If the transmission varies with frequency, its average, weighted with the net heat flow per frequency interval through an open channel, must stay below this value for a net cooling of the cold line. The limit on stray coupling, s = 0.0046, corresponds to 23 dB.

Two other omissions, an internal loss and a fourth level, matter less in the cases computed here. An internal loss with a lifetime of 20 µs on every transition, into surroundings at 50 mK, lowers the cooling power by 5 %, to 0.109 aW. A fourth level 10 GHz above level 3, reached only from level 3 and only through the work bath, is a dead end: no steady flow can pass through it, so p₄/p₃ takes the Boltzmann value e^(−1.92) = 0.147. All other populations, and J with them, shrink by the factor 1/(1 + 0.0058 · 0.147), a loss of 0.085 %. The coefficient remains 0.400, because a dead end opens no new cycle. In a circuit without a parity rule the transitions 1–4 and 2–4 are allowed as well, and the level is a dead end only if the filters suppress them. If the hot bath drives both with its full γ, new cycles open and the coefficient falls to 0.32.

The finite linewidth is a limit of the weak-coupling description itself. A coherence that decays at ½(Γ_a + Γ_b) belongs to a line of full width (Γ_a + Γ_b)/2π. The widest line relative to its frequency is 2–3, with 8.5 MHz at 5 GHz, or 0.17 %. This is the spread in energy of the quanta exchanged near resonance. It does not bound the error of the frequency ratio. Processes that exchange two quanta at once, far from resonance, also change the ratio, and their size depends on how strongly the baths couple to the atom away from its transition frequencies. The printed values behind both parts are collected in the numerical output below.

Table of computed values

```
Frequencies cold, work, hot: 2.0, 5.0, 7.0 GHz
Temperatures cold, hot, work: 30, 50, 250 mK
gamma/2pi cold, work, hot: 1.0, 2.0, 3.0 MHz
gamma cold, work, hot: 6.2832, 12.5664, 18.8496 1/us
h*(1 GHz)/k: 47.9924 mK
cold: h nu/kT = 3.1995, n = 0.042517
work: h nu/kT = 0.9598, n = 0.620616
hot: h nu/kT = 6.7189, n = 0.001209
Rate k12: 0.26714 1/us
Rate k21: 6.55033 1/us
Rate k23: 7.79890 1/us
Rate k32: 20.36527 1/us
Rate k13: 0.02279 1/us
Rate k31: 18.87235 1/us
Denominator D: 417.559 1/us^2
Populations 1, 2, 3: 0.96801, 0.02621, 0.00577
Cycle rate J: 0.08688 1/us
Slowest relaxation time: 0.1366 us
Heat current from cold bath: 0.11514 aW
Heat current from work bath: 0.28784 aW
Heat current from hot bath: -0.40298 aW
Cooling coefficient from heats: 0.400000
Upper bound from temperatures: 1.200000
Carnot engine efficiency (work to hot): 0.8000
Carnot refrigerator coefficient: 1.5000
Affinity A: 2.5596
Entropy production: 0.22238 k_B/us
Random machines cooling / reversed: 205 / 81
Limiting cold frequency (numerical zero): 6.00000 GHz
Lowest cold temperature (numerical zero): 16.6667 mK
Cold-transition temperature, no cold bath: 16.6667 mK
Cooling power at 0.900 of bound: 4.744e-04 aW
Cooling power at 0.990 of bound: 2.599e-05 aW
Cooling power at 0.999 of bound: 2.447e-06 aW
Cold frequency of greatest power: 0.6916 GHz
Greatest cooling power: 0.30497 aW
Coefficient at greatest power: 0.1383
Stray coupling 0.001: power 0.08959 aW, coefficient 0.2437
Stray fraction that stops cooling: 0.00464
Internal loss, lifetime 20 us: cooling power 0.10936 aW
Fourth level 10 GHz above level 3: power falls by 0.085 %
Fourth level: coefficient 0.400000
Largest linewidth/frequency: 1.71e-03
Open-channel photon heat, work to cold line: 2.9150e+04 aW
Transmission equal to cooling power: 3.95e-06 (54.0 dB isolation)
```
